# Jahn-Teller symmetry of the silicon vacancy from four dangling bonds

**The model.** Removing one atom from silicon leaves four neighbours, each with one hybrid orbital pointing into the vacancy. Call atoms and hybrids $a,b,c,d$, and place the atoms along

$$\mathbf p_a=(1,1,1),\quad \mathbf p_b=(1,-1,-1),\quad \mathbf p_c=(-1,1,-1),\quad \mathbf p_d=(-1,-1,1).$$

The hybrids are taken as orthonormal. Their on-site energy is the zero of energy, and the matrix element between any two is $-t$, with $t>0$. The neutral vacancy has one electron per hybrid. Electrons fill the lowest levels in pairs (low-spin filling), and their repulsion is neglected until part (f).

The six edges $ij$ of the atom tetrahedron can change independently for small displacements. Each has a spring constant $k$ and rest length $r_0$. Let $x_{ij}=(r_0-r_{ij})/\lambda$ be the shortening in units of the decay length $\lambda$ of the coupling, and let $g=t/(k\lambda^2)$.

## (a) Levels and filling

**Question.** Find the levels of the undistorted vacancy, identify their symmetry, and fill them for V$^{2+}$, V$^+$, V$^0$ and V$^-$.

**Answer.** The Hamiltonian is $H=-t(J-I)$, where every element of the $4\times4$ matrix $J$ is 1. The vector $(1,1,1,1)$ has $J=4$; any vector whose components sum to zero has $J=0$. Hence

$$E_1=-t(4-1)=-3t,\qquad E_2=-t(0-1)=+t\ \text{(three times)}.$$

The normalized orbitals can be chosen as $A=(a+b+c+d)/2$ and

$$X=\tfrac12(a+b-c-d),\quad Y=\tfrac12(a-b+c-d),\quad Z=\tfrac12(a-b-c+d).$$

$A$ is unchanged by every operation of $T_d$, so it is $a_1$. For the triplet, consider an operation that leaves $f$ atoms in place. The character of the four hybrids is $f$, so that of the triplet is $f-1$. The same operation acts on ordinary vectors through $R=\frac14\sum_i\mathbf p_{i'}\mathbf p_i^T$, where $i'$ is the image of $i$, because $\sum_i\mathbf p_i\mathbf p_i^T=4I$. Since $\mathbf p_i\cdot\mathbf p_i=3$ and $\mathbf p_i\cdot\mathbf p_j=-1$ for $i\ne j$,

$$\operatorname{tr}R=\tfrac14[3f-(4-f)]=f-1 .$$

The triplet transforms like $(x,y,z)$, which is $t_2$ in $T_d$.

The electron numbers are 2, 3, 4 and 5, giving $a_1^2$, $a_1^2t_2^1$, $a_1^2t_2^2$ and $a_1^2t_2^3$. The first is non-degenerate and has no linear Jahn-Teller instability. The others can gain energy by splitting $t_2$, but the filling alone does not say in which direction.

## (b) Tetragonal or trigonal?

**Question.** Put one electron in $t_2$ and let the coupling vary linearly, $t_{ij}=t(1+x_{ij})$. Which distortion gains most? Does the answer depend on the springs?

**Answer.** Let $P$ be the density matrix summed over spin. Each edge occurs twice in the trace of $PH$, so

$$E_{\rm el}=-\sum_{i<j}B_{ij}t_{ij},\qquad B_{ij}=2P_{ij}.$$

$B_{ij}$ is the bond order. Including the springs, the energy in units of $k\lambda^2$ is $\sum(\frac12x^2-gB-gBx)$. Its minimum is at $x=gB$, where the relaxation gain is $\frac12g^2\sum B^2$.

For $Z$, $B=\frac12$ on $ad$ and $bc$ and $-\frac12$ on the other four edges. Averaged over $X,Y,Z$, every edge has $(\frac12-\frac12-\frac12)/3=-\frac16$. This average produces a uniform change of size; the deviations from it produce the Jahn-Teller distortion. They sum to zero, so the two contributions to $\sum B^2$ separate. For the tetragonal choice $Z$,

$$\sum(\delta B)^2=2\left(\tfrac23\right)^2+4\left(-\tfrac13\right)^2=\tfrac43 .$$

The trigonal choice is $(X+Y+Z)/\sqrt3=(3a-b-c-d)/\sqrt{12}$. The three edges at $a$ have $B=2(3)(-1)/12=-\frac12$; the other three have $B=2/12=\frac16$. The deviations are $\mp\frac13$, and their squares sum to $\frac23$.

A general orbital $n_xX+n_yY+n_zZ$ lies between these cases. Put $s=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$. The diagonal terms contribute $\frac43\sum n_i^4-\frac43s=\frac43-4s$, because $\sum n_i^4=1-2s$. A cross term such as $XY$ puts $\mp n_xn_y$ on $ad$ and $bc$, so the cross terms contribute $2s$. The two sets are orthogonal, since the first is equal on opposite edges and the second is opposite. The total $\frac43-2s$ is largest at $s=0$: the tetragonal form wins, with twice the trigonal gain. This factor holds to leading order in $g$, with the orbitals held fixed. In V$^+$ a trigonal distortion also mixes the filled $a_1$ orbital with $t_2$, which raises the trigonal-to-tetragonal ratio from 0.50 to about 0.52 at $g=0.163$.

This preference belongs to the edge springs. Suppose instead that each atom is tied to its own site by an isotropic spring. The gain is then proportional to the summed squared forces on the atoms, each force being $\sum_j\delta B_{ij}\mathbf u_{ij}$ with $\mathbf u_{ij}$ the unit vector from $i$ to $j$. In the tetragonal case

$$\mathbf f_a=\tfrac1{\sqrt2}\left(-\tfrac13,-\tfrac13,\tfrac23\right),\qquad |\mathbf f_a|^2=\tfrac13,$$

and the four equivalent atoms give $\frac43$. In the trigonal case $|\mathbf f_a|^2=\frac23$ and the other three atoms have $\frac29$ each, again $\frac43$. The two forms tie to leading order in $g$. The $a_1$–$t_2$ mixing breaks the tie against the tetragonal form: for V$^+$ at $g=0.163$, with site springs of the same constant $k$, the trigonal gain is about 6% larger than the tetragonal one. A tetragonal vacancy is thus a consequence of the assumed elasticity as well as of the orbitals.

## (c) Distance-dependent coupling

**Question.** Replace the linear law by $t_{ij}=t\,e^{x_{ij}}$. Find the energy of an edge of given bond order, and the shapes of V$^{2+}$, V$^+$ and V$^0$.

**Answer.** In units of $k\lambda^2$, an edge has energy $\frac12x^2-Bg\,e^x$. Setting its derivative to zero gives

$$x=Bg\,e^x\ \Rightarrow\ -x\,e^{-x}=-Bg\ \Rightarrow\ x=-W(-Bg),$$

where $W$ is the principal Lambert function. Substituting $Bg\,e^x=x$ gives the edge energy

$$w(B)=\tfrac12x^2-x .$$

For $B>0$, $xe^{-x}$ cannot exceed $1/e$, its value at $x=1$. A bound minimum therefore needs $Bg<1/e$. There the second derivative $1-x$ is positive. Beyond a barrier the exponential would pull the atoms together without limit, because the model has no core repulsion; that region is excluded.

At fixed $x$, $dw/dB=-ge^x$, since the change of $x$ contributes nothing at a minimum. Differentiating $x=Bge^x$ gives $dx/dB=ge^x/(1-x)>0$. Hence $w''(B)=-ge^x\,dx/dB<0$. For a given sum of bond orders, unequal edges have lower energy than equal ones. This is the Jahn-Teller gain in edge language.

Filling $A$ twice gives $B=2\cdot2\cdot\frac14=1$ on every edge. Each electron in $Z$ adds $\frac12$ on $ad,bc$ and subtracts $\frac12$ elsewhere:

- V$^{2+}$: six edges with $B=1$. The tetrahedron contracts but remains $T_d$.
- V$^+$: two opposite edges with $B=\frac32$, four with $\frac12$. The symmetry is $D_{2d}$.
- V$^0$: two opposite edges with $B=2$, four with 0. The symmetry is $D_{2d}$, with two separate electron-pair bonds.

Varying all six edges freely gives these three symmetries at sampled values from $g=0.03$ to $0.18$. They need not persist to the end of each bound branch. The condition $1-x>0$ tests an edge with the orbitals held fixed, but the orbitals also respond when the edges move. With that response included, the $D_{2d}$ form of V$^+$ is already unstable at $g=0.24$, and the $T_d$ form of V$^{2+}$ at $g=0.35$.

The assumed filling must agree with the resulting levels. If $p$ is the coupling on the two short edges and $q$ that on the other four, the levels are

$$E_A=-p-2q,\qquad E_Z=-p+2q,\qquad E_X=E_Y=p .$$

$Z$ lies below $X,Y$ when $p>q$, which holds in both distorted cases.

## (d) The negative vacancy

**Question.** In V$^-$ a fifth electron enters the pair $X,Y$ left by the tetragonal splitting. Find the final symmetry, and decide whether linear coupling would give the same answer.

**Answer.** Since $(X+Y)/\sqrt2=(a-d)/\sqrt2$ and $(X-Y)/\sqrt2=(b-c)/\sqrt2$, write the unpaired orbital as

$$\phi=\cos\theta\,\frac{a-d}{\sqrt2}+\sin\theta\,\frac{b-c}{\sqrt2}.$$

The filled $A$ and $Z$ supply $B=2$ on $ad$ and $bc$. Adding $2\phi_i\phi_j$ gives

$$B_{ad}=2-\cos^2\theta,\quad B_{bc}=2-\sin^2\theta,\quad B_{ab}=B_{cd}=\tfrac12\sin2\theta,\quad B_{ac}=B_{bd}=-\tfrac12\sin2\theta .$$

To find the best $\theta$, expand $w$. Lagrange inversion of $x=(Bg)e^x$ gives the coefficient of $(Bg)^n$ as $\frac1n$ times the coefficient of $x^{n-1}$ in $e^{nx}$, namely $n^{n-1}/n!$. Since $dw/dB=-x/B$, integration divides each term by $n$:

$$w(B)=-\sum_{n\ge1}\frac{n^{n-2}}{n!}(Bg)^n .$$

Let $y=\cos^22\theta$. The short edges have $B=(3\mp\sqrt y)/2$ and the others $\pm\frac12\sqrt{1-y}$. The sum of $B^n$ over the short edges is

$$2^{1-n}\sum_m\binom{n}{2m}3^{\,n-2m}y^m ,$$

which is convex in $y$ because all its coefficients are positive. The other four edges cancel for odd $n$ and give $4[(1-y)/4]^{n/2}$ for even $n$, also convex. All coefficients in $-w$ are positive, so the energy is concave in $y$. Its minimum must lie at an end:

- At $y=0$ the electron is in $X$ or $Y$. Opposite edges are equal, with bond orders $\frac32,\frac12,-\frac12$. Three twofold rotations survive: $D_2$.
- At $y=1$ it is in $(a-d)/\sqrt2$, or equivalently $(b-c)/\sqrt2$. Then $B_{ad}=1$, $B_{bc}=2$ and the rest vanish. One twofold rotation and two mirror planes survive: $C_{2v}$.

The bond orders sum to 3 in both cases. Their squares sum to 5.5 for $D_2$ and 5 for $C_{2v}$; their cubes to 6.75 and 9. With series coefficients $\frac12$ and $\frac12$,

$$\frac{E_{C_{2v}}-E_{D_2}}{k\lambda^2}=\frac{g^2}{4}-\frac{9g^3}{8}-\dots$$

Weak coupling favours $D_2$. With strictly linear coupling the series stops at $g^2$, and $D_2$ wins within this family for every $g$. With the harmonic springs used here, the $C_{2v}$ form needs a coupling that grows faster than linearly as an edge shortens. If $g$ is also large enough, one full bond on $bc$ and a three-electron half bond on $ad$ have lower energy than the $D_2$ arrangement.

The two terms shown would balance at $g=2/9$, already beyond the bound limit $g=1/(2e)=0.184$ set by $B=2$. The full equality

$$w(2)+w(1)=2w\!\left(\tfrac32\right)+2w\!\left(\tfrac12\right)+2w\!\left(-\tfrac12\right)$$

gives $g=0.117$. Thus $C_{2v}$ is favoured for $0.117<g<0.184$.

## (e) A silicon-like example

**Question.** Take $t=0.50$ eV, $\lambda=0.080$ nm, $k=480$ eV/nm$^2$ and $r_0=0.384$ nm. Find the shapes and the energies gained.

**Answer.** The energy unit is $k\lambda^2=480\times0.080^2=3.072$ eV, so $g=0.50/3.072=0.163$, inside the $C_{2v}$ window. The edge energies needed, rounded here but not in the sums that follow, are

$$w(2)=-1.269,\quad w(\tfrac32)=-0.876,\quad w(1)=-0.549,\quad w(\tfrac12)=-0.261,\quad w(-\tfrac12)=0.241\ \text{eV}.$$

For V$^0$, the short edges have $x=0.583$ and length $0.384-0.080\times0.583=0.337$ nm. The total energy is $2w(2)=-2.54$ eV.

The Jahn-Teller energy is measured from the best undistorted tetrahedron with the same number of electrons, so uniform contraction is not counted. For V$^-$ that reference has $B=3/6=\frac12$ on every edge:

$$E_{\rm JT}=6w(\tfrac12)-[w(2)+w(1)]=-1.567+1.819=0.252\ \text{eV}.$$

| State | Symmetry | Edge lengths (nm) | Jahn-Teller energy (eV) |
|---|---|---|---|
| V$^{2+}$ | $T_d$ | six of 0.368 | 0 |
| V$^+$ | $D_{2d}$ | two of 0.356, four of 0.377 | 0.10 |
| V$^0$ | $D_{2d}$ | two of 0.337, four of 0.384 | 0.42 |
| V$^-$ | $C_{2v}$ | 0.337, 0.368, four of 0.384 | 0.25 |

Linear coupling would make the V$^0$ gain four times that of V$^+$, because two electrons double every $\delta B$. With the exponential law the ratio of the two gains is slightly larger here, about 4.2.

These shapes do not rest on comparing chosen candidates alone. All six edges were varied freely from 24 random starts per charge state, with $-0.9\le x\le0.95$, and the lowest minima had the symmetries in the table. The same search with linear coupling at this $g$ gave $D_2$ for V$^-$. The best trigonal forms lie above the tetragonal ones by 51 meV for V$^+$ and 253 meV for V$^0$.

For V$^-$ the competing energy is $2(-0.8762-0.2611+0.2406)=-1.793$ eV, so $D_2$ lies only 25 meV above $C_{2v}$. It is not a second stable shape at this $g$. The slope of the energy in part (d) at $y=0$ is

$$\tfrac14w''(\tfrac32)-\tfrac12\left[w'(\tfrac12)-w'(-\tfrac12)\right]\approx-0.02\ \text{eV},$$

and the curve is concave, so the energy falls all the way from $D_2$ at $y=0$ to $C_{2v}$ at $y=1$. The $D_2$ arrangement is a saddle point between two equivalent $C_{2v}$ forms, one with $bc$ as the shortest edge and one with $ad$.

## (f) How far can the assignments be trusted?

**Question.** Add a repulsion $U$ between two electrons on the same hybrid. Can it overturn the filling? Assess the 25 meV preference in V$^-$, and set the model beside real silicon.

**Answer.** The high-spin rival of V$^-$ is the quartet with $A$ filled twice and $X,Y,Z$ once each. Its four spin-up electrons occupy all four hybrids, so the single spin-down electron always meets one of them. The repulsion is exactly $U$. Every edge has $B=1-\frac12=\frac12$, so the quartet energy is $6w(\frac12)+U$.

In the low-spin state, $A$ and $Z$ place half a spin-down electron on each atom. The three spin-up electrons therefore give a mean repulsion $\frac12\times3U=\frac32U$. This mean value is an upper bound on the low-spin energy shift, because the true ground state can only lie lower. The quartet therefore lies above the $C_{2v}$ state by at least $0.252\ \text{eV}-U/2$, and cannot overtake it for $U$ below about 0.50 eV.

The interacting problem can be diagonalized with the edges relaxed again. The $C_{2v}$ and $D_2$ forms keep their symmetry, the quartet keeps all edges equal, and both V$^0$ states keep opposite edges equal. The results are:

| $U$ (eV) | V$^-$: quartet above $C_{2v}$ (meV) | V$^-$: $D_2$ above $C_{2v}$ (meV) | V$^0$: triplet above singlet (meV) |
|---|---|---|---|
| 0 | 252 | 25 | 342 |
| 0.2 | 156 | 24 | 296 |
| 0.4 | 66 | 20 | 258 |

Low-spin filling survives at these values, but its margin in V$^-$ falls quickly and is lost between $U=0.55$ and $0.60$ eV, where the quartet becomes lower. The model does not supply the value of $U$ for silicon, so it cannot by itself guarantee low-spin filling there. The $D_2$–$C_{2v}$ difference changes slowly because both states have the same first-order repulsion, $\frac32U$.

Atomic motion is a more serious concern for that difference. Four silicon atoms on these edge springs have vibrational quanta of 27 meV for the tetragonal ($E$) modes and 38 meV for the trigonal ($T_2$) modes. These bare-spring quanta are comparable with the 25 meV pass between equivalent $C_{2v}$ forms, so a static energy comparison does not settle whether the atoms stay in one form or move between them. Thermal energy at 20 K is only 1.7 meV; cooling does not remove zero-point motion.

In real silicon, low-temperature electron spin resonance assigns $D_{2d}$ to V$^+$ and $C_{2v}$ to V$^-$, in agreement with the model. The edge length is that of the silicon lattice, while $t$, $\lambda$ and $k$ are rough values of plausible size, not fitted ones. With $k$ and $\lambda$ fixed, the $C_{2v}$ result requires $t$ between 0.36 and 0.565 eV. Real back bonds are not simple edge springs, and part (b) shows that another choice can remove the tetragonal preference altogether. Overlap of the hybrids, mixing with the bulk bands and relaxation of more distant atoms are also absent, and their effects have not been sized here. The agreement for V$^-$ shows that a coupling growing faster than linearly with shortening can produce the observed symmetry; it does not establish that this is the decisive cause in silicon. Further values are in the numerical output.

## Computed values

```
coupling t = 0.50 eV, decay length = 0.080 nm
edge spring k = 480 eV/nm^2, rest edge = 0.384 nm
energy unit k*decay^2 = 3.072 eV, g = 0.1628
undistorted a1 = -1.50 eV, t2 = 0.50 eV
trigonal/tetragonal gain, edge springs = 0.500
trigonal/tetragonal gain, atom springs = 1.000
V2+: symmetry Td, total -3.296 eV, Jahn-Teller energy 0.000 eV
   levels (eV): -1.829 0.610 0.610 0.610
   edges (nm): 0.3681 0.3681 0.3681 0.3681 0.3681 0.3681
V+: symmetry D2d, total -2.797 eV, Jahn-Teller energy 0.099 eV
   levels (eV): -1.799 0.387 0.706 0.706
   edges (nm): 0.3564 0.3564 0.3769 0.3769 0.3769 0.3769
V0: symmetry D2d, total -2.539 eV, Jahn-Teller energy 0.416 eV
   levels (eV): -1.896 0.104 0.896 0.896
   edges (nm): 0.3373 0.3373 0.3840 0.3840 0.3840 0.3840
V-: symmetry C2v, total -1.819 eV, Jahn-Teller energy 0.252 eV
   levels (eV): -1.763 0.257 0.610 0.896
   edges (nm): 0.3373 0.3681 0.3840 0.3840 0.3840 0.3840
bond order  2.0: x = 0.5833, w = -1.2693 eV
bond order  1.5: x = 0.3446, w = -0.8762 eV
bond order  1.0: x = 0.1985, w = -0.5493 eV
bond order  0.5: x = 0.0890, w = -0.2611 eV
bond order  0.0: x = -0.0000, w = 0.0000 eV
bond order -0.5: x = -0.0755, w = 0.2406 eV
V+: best C3v lies above D2d by 51.3 meV
V0: best C3v lies above D2d by 253.3 meV
V-: D2 lies above C2v by 25.2 meV
V- with linear coupling, same g: symmetry D2
critical g = 0.1170, end of bound branch g = 0.1839
same limits as t: 0.359 eV and 0.565 eV
U = 0.0 eV: V- D2-C2v 25.2 meV, V- quartet-C2v 252.0 meV, V0 triplet-singlet 341.6 meV
U = 0.2 eV: V- D2-C2v 23.9 meV, V- quartet-C2v 155.5 meV, V0 triplet-singlet 295.8 meV
U = 0.4 eV: V- D2-C2v 20.0 meV, V- quartet-C2v 66.4 meV, V0 triplet-singlet 258.1 meV
vibrational quantum: E mode 26.7 meV, T2 mode 37.8 meV
thermal energy at 20 K = 1.72 meV
```
